**Hartree-Fock between one and two electrons, and the shared hole in Li₂³⁺**

The program tests that Hartree-Fock, though exact for one electron, has an energy E(N) above its own chord for 1 < N < 2. Here N is the electron number on one Li nucleus, R is the internuclear distance, and P = 2E(3/2) − E(1) − E(2) is the penalty for sharing a hole between two distant sites. It asserts linearity up to one electron, concavity between one and two, linearity at frozen orbitals, and equality of the slope with the fractional orbital's energy. It also compares the large-Z estimate of the deviation with a numerical minimization over two exponents. For the dimer, it asserts that the symmetric and localized energies at 800 pm agree with those of the separate ions plus the Coulomb repulsion 2e²/(4πε₀R) between the sites. The output gives P = 0.693 eV and shows the Hartree-Fock hole shared up to 120 pm and localizing from 140 pm in the distances scanned. Full configuration interaction in the same basis, started from localized orbitals, gives a symmetric density at 80 and 160 pm. One-electron Li₂⁵⁺ shows no penalty.

## Numerical check

```python
"""
Result under test: Hartree-Fock (HF) is exact for one electron, yet for 1 < N < 2
its energy E(N) is concave, above the chord between its integer values. In a
stretched three-electron dimer the shared hole then costs
    P = 2 E(3/2) - E(1) - E(2) > 0,
and HF localizes the hole, while full configuration interaction (FCI) does not.

Symbols: N electron number on one Li nucleus (Z = 3); delta fractional occupation;
R internuclear distance; D_up, D_dn spin density matrices; h one-electron matrix;
S overlap; J Coulomb and K exchange matrices; imbalance = 2 |<sum z>| / R, which is
0 for a shared hole and about 1 for a localized one.
Internal unit: hartree atomic units. Printed units: eV and pm.
"""
import numpy as np
from types import SimpleNamespace
from scipy.constants import physical_constants, N_A, e as e_charge
from scipy.integrate import quad
from scipy.linalg import eigh, block_diag
from scipy.optimize import minimize
from pyscf import gto, ao2mo, fci

EV = physical_constants["Hartree energy in eV"][0]
BOHR_PM = physical_constants["Bohr radius"][0] * 1e12
Z = 3
BASIS = [[0, [0.4 * 2.75**k, 1.0]] for k in range(8)] + [[1, [3.0, 1.0]]]


def integrals(distance=None):
    """Integrals for one Li nucleus, or for two at +-distance/2 on the z axis."""
    if distance is None:
        atoms, charge = [["Li", (0, 0, 0)]], 2
    else:
        atoms = [["Li", (0, 0, -distance / 2)], ["Li", (0, 0, distance / 2)]]
        charge = 3
    mol = gto.M(atom=atoms, basis={"Li": BASIS}, charge=charge, spin=1,
                unit="Bohr", verbose=0)
    n = mol.nao
    eri = mol.intor("int2e").reshape(n, n, n, n)
    return SimpleNamespace(
        mol=mol, n=n, S=mol.intor("int1e_ovlp"),
        h=mol.intor("int1e_kin") + mol.intor("int1e_nuc"),
        z=mol.intor("int1e_r")[2], enuc=mol.energy_nuc(),
        coulomb=eri.reshape(n * n, n * n),
        exchange=eri.transpose(0, 3, 1, 2).reshape(n * n, n * n))


def energy_and_fock(ints, D_up, D_dn):
    n = ints.n
    J = (ints.coulomb @ (D_up + D_dn).ravel()).reshape(n, n)
    F_up = ints.h + J - (ints.exchange @ D_up.ravel()).reshape(n, n)
    F_dn = ints.h + J - (ints.exchange @ D_dn.ravel()).reshape(n, n)
    energy = ints.enuc + 0.5 * (np.sum((ints.h + F_up) * D_up)
                                + np.sum((ints.h + F_dn) * D_dn))
    return energy, F_up, F_dn


def fill(F, S, occupation):
    """occupation: list of (subspace, occupations of its lowest orbitals)."""
    D = np.zeros_like(F)
    lowest = None
    for U, occ in occupation:
        eps, C = eigh(U.T @ F @ U, U.T @ S @ U)
        C = U @ C[:, :len(occ)]
        D += (C * np.array(occ)) @ C.T
        lowest = eps[0] if lowest is None else min(lowest, eps[0])
    return D, lowest


def hartree_fock(ints, occ_up, occ_dn, start=None):
    zero = np.zeros((ints.n, ints.n))
    D_up, D_dn = (zero, zero) if start is None else start
    for _ in range(6000):
        _, F_up, F_dn = energy_and_fock(ints, D_up, D_dn)
        new_up, _ = fill(F_up, ints.S, occ_up)
        new_dn, eps_dn = fill(F_dn, ints.S, occ_dn)
        change = max(abs(new_up - D_up).max(), abs(new_dn - D_dn).max())
        D_up, D_dn = new_up, new_dn
        if change < 1e-8:
            break
    assert change < 1e-8, "self-consistency not reached"
    energy, F_up, _ = energy_and_fock(ints, D_up, D_dn)
    return SimpleNamespace(E=energy, up=D_up, dn=D_dn, F_up=F_up, eps_dn=eps_dn)


def full_ci(ints, F, nelec, nroots):
    """Lowest FCI energies and the ground-state value of <sum z>."""
    _, C = eigh(F, ints.S)
    solver = fci.direct_spin1.FCISolver(ints.mol)
    solver.verbose = 0
    solver.conv_tol = 1e-11
    solver.max_cycle = 150
    energies, vectors = solver.kernel(C.T @ ints.h @ C, ao2mo.kernel(ints.mol, C),
                                      ints.n, nelec, nroots=nroots, ecore=ints.enuc)
    ground = vectors if nroots == 1 else vectors[0]
    rdm = solver.make_rdm1(ground, ints.n, nelec)
    return np.atleast_1d(energies), np.sum(rdm * (C.T @ ints.z @ C))


# ---------- one nucleus, fractional electron number ----------
atom = integrals()
full = np.eye(atom.n)


def atom_hf(n_up, n_dn):
    return hartree_fock(atom, [(full, [n_up])], [(full, [n_dn])])


fractions = np.linspace(0, 1, 5)
below_one = np.array([atom_hf(d, 0.0).E for d in fractions])
above_one = np.array([atom_hf(1.0, d).E for d in fractions])
E1, E2 = above_one[0], above_one[-1]
h_lowest = eigh(atom.h, atom.S, eigvals_only=True)[0]
assert abs(E1 - h_lowest) < 1e-9          # one-electron exactness within the basis
assert abs(E1 + Z**2 / 2) < 5e-3          # basis close to the hydrogenic energy
dev_below = below_one - fractions * h_lowest
dev_above = above_one - ((1 - fractions) * E1 + fractions * E2)
assert abs(dev_below).max() < 1e-9
assert dev_above[1:-1].min() > 5e-3
assert np.diff(above_one, 2).max() < -1e-3  # concave

# Fixed orbitals give a straight line that touches E from above.
half = atom_hf(1.0, 0.5)
frozen = np.array([energy_and_fock(atom, half.up, 2 * d * half.dn)[0]
                   for d in fractions])
assert abs(np.diff(frozen, 2)).max() < 1e-9
assert np.all(frozen - above_one > -1e-9)
assert frozen[0] - E1 > 1e-4 and frozen[-1] - E2 > 1e-4
step = 0.01
slope = (atom_hf(1.0, 0.5 + step).E - atom_hf(1.0, 0.5 - step).E) / (2 * step)
assert abs(slope - half.eps_dn) < 1e-4    # finite-difference error is of order step^2
equal_spin = atom_hf(0.75, 0.75).E
assert equal_spin > half.E + 1e-3         # one full spin channel is preferred
E2_fci = full_ci(atom, atom_hf(1.0, 1.0).F_up, (1, 1), 1)[0][0]
assert E2_fci < E2
penalty = 2 * half.E - E1 - E2

# ---------- two-exponent estimate ----------
def repulsion(a, b):
    return a * b * (a * a + 3 * a * b + b * b) / (a + b)**3


def radial(r, a):
    return 4 * a**3 * r**2 * np.exp(-2 * a * r)


def repulsion_quadrature(a, b):
    def integrand(r):
        inside_a = quad(radial, 0, r, args=(a,))[0]
        inside_b = quad(radial, 0, r, args=(b,))[0]
        return (radial(r, a) * inside_b + radial(r, b) * inside_a) / r
    return quad(integrand, 0, 20, limit=200)[0]


assert abs(repulsion(2.0, 3.0) - repulsion_quadrature(2.0, 3.0)) < 1e-6


def exponent_energy(charge, d):
    def energy(shift):
        a, b = charge - shift[0], charge - shift[1]
        return (a * a / 2 - charge * a + d * (b * b / 2 - charge * b)
                + d * repulsion(a, b))
    return minimize(energy, [0.2, 0.3], method="Nelder-Mead",
                    options={"xatol": 1e-6, "fatol": 1e-10, "maxiter": 2000}).fun


def exponent_deviation(charge, d):
    return (exponent_energy(charge, d) + (1 - d) * charge**2 / 2
            - d * exponent_energy(charge, 1.0))


for d in (0.25, 0.5, 0.75):
    law = 25 * d * (1 - d) / 512
    assert abs(exponent_deviation(100.0, d) / law - 1) < 0.02  # corrections ~ 1/Z
model_half = exponent_deviation(float(Z), 0.5)
law_half = 25 / 2048
assert 0.7 < model_half / dev_above[2] < 1.1

# ---------- two nuclei ----------
empty = np.zeros((atom.n, atom.n))
one = atom_hf(1.0, 0.0).up
pair = atom_hf(1.0, 1.0)
mirror = np.diag([-1.0 if "pz" in label else 1.0 for label in atom.mol.ao_labels()])
gerade = np.vstack([np.eye(atom.n), mirror]) / np.sqrt(2)
ungerade = np.vstack([np.eye(atom.n), -mirror]) / np.sqrt(2)
whole = np.eye(2 * atom.n)

distances = [80, 100, 120, 140, 160, 200, 800]
rows, ci = [], {}
for pm in distances:
    R = pm / BOHR_PM
    dimer = integrals(R)
    sym = hartree_fock(dimer, [(gerade, [1.0]), (ungerade, [1.0])], [(gerade, [1.0])])
    loc = hartree_fock(dimer, [(whole, [1.0, 1.0])], [(whole, [1.0])],
                       (block_diag(pair.up, one), block_diag(pair.dn, empty)))
    imbalance = 2 * abs(np.sum((loc.up + loc.dn) * dimer.z)) / R
    assert abs(np.sum((sym.up + sym.dn) * dimer.z)) < 1e-6
    assert loc.E < sym.E + 1e-7
    rows.append((pm, sym.E, loc.E, imbalance))
    if pm in (80, 160, 800):
        levels, z_mean = full_ci(dimer, loc.F_up, (2, 1), 2)
        ci[pm] = (levels[0], levels[1] - levels[0], 2 * abs(z_mean) / R)
        assert levels[0] < loc.E
        # two-state criterion: localization when half the gap is below 2P
        assert (imbalance > 0.1) == (ci[pm][1] / 2 < 2 * penalty)

assert rows[0][3] < 0.01                   # short distance: HF keeps the symmetry
assert rows[4][3] > 0.8 and rows[4][1] - rows[4][2] > 1e-3
assert ci[80][2] < 0.01 and ci[160][2] < 0.01  # FCI density comes out symmetric

# Far apart: energies against those of the separate fragments.
far_sym, far_loc = rows[-1][1], rows[-1][2]
assert abs(far_sym - (2 * half.E + 2 / R)) < 1e-4   # polarization left out ~ 1e-5
assert abs(far_loc - (E1 + E2 + 2 / R)) < 1e-4
assert abs((far_sym - far_loc) - penalty) < 1e-4
assert abs(ci[800][0] - (E1 + E2_fci + 2 / R)) < 1e-4
assert ci[800][1] < 1e-6                   # both hole states are degenerate

# One electron on the same two nuclei: no penalty for sharing.
single_sym = hartree_fock(dimer, [(gerade, [1.0])], [(whole, [0.0])])
single_loc = hartree_fock(dimer, [(whole, [1.0])], [(whole, [0.0])],
                          (block_diag(one, empty), np.zeros_like(dimer.h)))
single_imbalance = 2 * abs(np.sum(single_loc.up * dimer.z)) / R
assert single_imbalance > 0.99
assert abs(single_sym.E - single_loc.E) < 1e-6
assert abs(single_sym.E - (E1 + 6 / R)) < 1e-4

# ---------- output ----------
print(f"Nuclear charge number Z: {Z}; basis functions per nucleus: {atom.n}")
print("Li nucleus with N electrons, HF:")
for d, energy, dev in zip(fractions, below_one, dev_below):
    print(f"  N={d:.2f}  E={energy*EV:10.4f} eV  above chord={abs(dev)*EV:.4f} eV")
for d, energy, dev in zip(fractions[1:], above_one[1:], dev_above[1:]):
    print(f"  N={1+d:.2f}  E={energy*EV:10.4f} eV  above chord={abs(dev)*EV:.4f} eV")
print(f"Hydrogenic energy, N=1, complete basis: {-Z**2/2*EV:.4f} eV")
print(f"FCI energy, N=2, same basis: {E2_fci*EV:.4f} eV")
print(f"HF minus FCI, N=2: {(E2-E2_fci)*EV:.4f} eV")
print(f"Frozen N=1.5 orbitals, excess at N=1: {(frozen[0]-E1)*EV:.4f} eV")
print(f"Frozen N=1.5 orbitals, excess at N=2: {(frozen[-1]-E2)*EV:.4f} eV")
print(f"Slope dE/dN at N=1.5, finite difference: {slope*EV:.3f} eV")
print(f"Fractional orbital energy at N=1.5: {half.eps_dn*EV:.3f} eV")
print(f"Equal spin split (0.75,0.75) minus (1,0.5): {(equal_spin-half.E)*EV:.3f} eV")
print(f"Two-exponent deviation at N=1.5, Z=3: {model_half*EV:.4f} eV")
print(f"Large-Z law for it, 25/2048 hartree: {law_half*EV:.4f} eV")
print(f"Two-site penalty P from fragments: {penalty*EV:.4f} eV")
print(f"Two-site penalty P: {penalty*EV*e_charge*N_A/1000:.2f} kJ/mol")
print(f"Localization threshold 2P for half the gap: {2*penalty*EV:.4f} eV")
print("Li2(3+), HF: symmetric minus localized energy, electron imbalance:")
for pm, e_sym, e_loc, imbalance in rows:
    print(f"  R={pm:3d} pm  {abs(e_sym-e_loc)*EV:.4f} eV  imbalance={imbalance:.3f}")
print("Li2(3+), FCI: half of the tunnelling gap:")
for pm, (energy, gap, _) in ci.items():
    print(f"  R={pm:3d} pm  {abs(gap)/2*EV:.4f} eV")
for pm in (80, 160):
    print(f"FCI electron imbalance at {pm} pm: {ci[pm][2]:.3f}")
print(f"HF symmetric total energy at 800 pm: {far_sym*EV:.4f} eV")
print(f"HF localized total energy at 800 pm: {far_loc*EV:.4f} eV")
print(f"FCI total energy at 800 pm: {ci[800][0]*EV:.4f} eV")
print(f"Repulsion term 2/R at 800 pm: {2/R*EV:.4f} eV")
print(f"Li2(5+), one electron, 800 pm, HF symmetric minus localized: "
      f"{abs(single_sym.E-single_loc.E)*EV:.4f} eV")
print(f"Li2(5+), imbalance of the localized state: {single_imbalance:.3f}")
print("PASS")
```

It prints:

```
Nuclear charge number Z: 3; basis functions per nucleus: 11
Li nucleus with N electrons, HF:
  N=0.00  E=    0.0000 eV  above chord=0.0000 eV
  N=0.25  E=  -30.6091 eV  above chord=0.0000 eV
  N=0.50  E=  -61.2183 eV  above chord=0.0000 eV
  N=0.75  E=  -91.8274 eV  above chord=0.0000 eV
  N=1.00  E= -122.4365 eV  above chord=0.0000 eV
  N=1.25  E= -140.8007 eV  above chord=0.2493 eV
  N=1.50  E= -159.3168 eV  above chord=0.3466 eV
  N=1.75  E= -178.0049 eV  above chord=0.2719 eV
  N=2.00  E= -196.8902 eV  above chord=0.0000 eV
Hydrogenic energy, N=1, complete basis: -122.4512 eV
FCI energy, N=2, same basis: -197.8312 eV
HF minus FCI, N=2: 0.9410 eV
Frozen N=1.5 orbitals, excess at N=1: 0.3165 eV
Frozen N=1.5 orbitals, excess at N=2: 0.3766 eV
Slope dE/dN at N=1.5, finite difference: -74.394 eV
Fractional orbital energy at N=1.5: -74.394 eV
Equal spin split (0.75,0.75) minus (1,0.5): 3.080 eV
Two-exponent deviation at N=1.5, Z=3: 0.3038 eV
Large-Z law for it, 25/2048 hartree: 0.3322 eV
Two-site penalty P from fragments: 0.6932 eV
Two-site penalty P: 66.88 kJ/mol
Localization threshold 2P for half the gap: 1.3863 eV
Li2(3+), HF: symmetric minus localized energy, electron imbalance:
  R= 80 pm  0.0000 eV  imbalance=0.000
  R=100 pm  0.0000 eV  imbalance=0.000
  R=120 pm  0.0000 eV  imbalance=0.000
  R=140 pm  0.0938 eV  imbalance=0.771
  R=160 pm  0.3536 eV  imbalance=0.952
  R=200 pm  0.6158 eV  imbalance=0.995
  R=800 pm  0.6932 eV  imbalance=1.000
Li2(3+), FCI: half of the tunnelling gap:
  R= 80 pm  8.4886 eV
  R=160 pm  0.3780 eV
  R=800 pm  0.0000 eV
FCI electron imbalance at 80 pm: 0.000
FCI electron imbalance at 160 pm: 0.000
HF symmetric total energy at 800 pm: -315.0337 eV
HF localized total energy at 800 pm: -315.7269 eV
FCI total energy at 800 pm: -316.6679 eV
Repulsion term 2/R at 800 pm: 3.5999 eV
Li2(5+), one electron, 800 pm, HF symmetric minus localized: 0.0000 eV
Li2(5+), imbalance of the localized state: 1.000
PASS
```
